Spin-symmetry breaking and spin contamination in the two-site Hubbard model

PROBLEM

A molecule with two radical centres, such as one whose two-electron bond has been stretched, can be reduced to two sites with one orbital each and two electrons in total. The Hubbard Hamiltonian for this system is

H = −t Σσ (c†1σ c2σ + c†2σ c1σ) + U Σi ni↑ ni↓,

with hopping t > 0 and on-site repulsion U ≥ 0. The operator c†iσ creates an electron of spin σ on site i, and niσ = c†iσ ciσ. Spin is measured in units of ħ, so S² is in units of ħ².

In unrestricted Hartree-Fock (UHF) the state is a single determinant with one up electron in an orbital φ↑ and one down electron in an orbital φ↓. The two orbitals may differ and may be complex. The restricted solution has φ↑ = φ↓.

(a) Show that the lowest UHF determinant breaks spin symmetry when U > 2t, and that it does not when U ≤ 2t.

(b) Find ⟨S²⟩ in the lowest determinant. How much of it is contamination?

(c) Evaluate the results for t = 1 eV and U = 5 eV, and compare the UHF energy with the exact energy of the model.

HINTS

1. An orbital on two sites is fixed, up to a phase, by a unit vector (x, y, z). Let z be the difference of the two site occupations and x the quantity that multiplies −t in the energy.

2. Test the restricted solution against a small shift of the up electron towards one site and of the down electron towards the other. This gives the local stability limit.

3. Local instability does not identify the lowest determinant. To find it, use (z↑ + z↓)² ≥ 0 to separate the energy into one term for each orbital.

4. For ⟨S²⟩, apply the raising operator S₊ to the determinant. The Pauli principle removes part of the result.

5. For the exact energy, sort the states with one up and one down electron by their symmetry under exchange of the two positions.

SOLUTION

The energy of a determinant

Let φ↑ have site amplitudes (a1, a2), with |a1|² + |a2|² = 1. Define

x = a1* a2 + a2* a1 = 2 Re(a1* a2),
y = 2 Im(a1* a2),
z = |a1|² − |a2|².

Since x² + y² = 4|a1|²|a2|², it follows that

x² + y² + z² = (|a1|² + |a2|²)² = 1.

The same definitions apply to φ↓. The hopping energy of each electron is −t x. Normalization gives the site occupations (1 + z)/2 and (1 − z)/2. In a determinant with one electron of each spin, the probability of finding both on site i is the product of their occupations there. The total double occupancy is therefore

[(1 + z↑)(1 + z↓) + (1 − z↑)(1 − z↓)]/4 = (1 + z↑z↓)/2,

because the terms linear in z cancel. The energy is

E = −t(x↑ + x↓) + (U/2)(1 + z↑z↓).   (1)

The first term favours orbitals spread evenly over both sites. The second favours z↑ and z↓ of opposite sign, which keeps the electrons apart.

Local stability of the restricted solution

The best restricted orbital has x = 1 and y = z = 0, that is, amplitudes (1, 1)/√2. With φ↑ = φ↓, equation (1) becomes −2tx + (U/2)(1 + z²), and both terms are smallest at this point. Its energy is

E_R = −2t + U/2.

Now set z↑ = z and z↓ = −z, keeping x = √(1 − z²) for both orbitals. Then

E(z) = −2t√(1 − z²) + (U/2)(1 − z²).

For small z, √(1 − z²) ≈ 1 − z²/2, so

E(z) ≈ E_R + (t − U/2) z².

The curvature is d²E/dz² = 2t − U, which is negative for U > 2t. The restricted determinant is then no longer a minimum. If both electrons shift towards the same site, z↑ = z↓ = z, the repulsion term changes sign and the curvature is 2t + U, which is positive. The instability is thus towards opposite spin on the two sites, not towards unequal charge.

The lowest determinant

Write c = √(1 − z²) for each orbital. From x² + y² + z² = 1 we have x ≤ c. From (z↑ + z↓)² ≥ 0 we have

z↑z↓ ≥ −(z↑² + z↓²)/2.

Insert both inequalities in (1) and write 1 as (1 + 1)/2:

E ≥ −t(c↑ + c↓) + (U/4)[(1 − z↑²) + (1 − z↓²)]
  = f(c↑) + f(c↓),

f(c) = −t c + (U/4)c²,   0 ≤ c ≤ 1.

The derivative is f′(c) = −t + Uc/2.

If U ≤ 2t, f′ is negative for all c < 1, so f is smallest at c = 1. Then z = 0 and x = 1 for both orbitals. The lowest determinant is the restricted one, with energy 2f(1) = −2t + U/2. This includes the boundary U = 2t, where the quadratic term in E(z) vanishes but the energy still rises with z: in terms of c it is −2tc + tc² = −t + t(1 − c)².

If U > 2t, f′ vanishes inside the interval, at

c = 2t/U.

Since f″ = U/2 > 0, this is the minimum of f, and

f(2t/U) = −2t²/U + t²/U = −t²/U.

The bound is reached when x↑ = x↓ = c, y↑ = y↓ = 0 and z↑ = −z↓. Hence

E_UHF = −2t²/U,   z↑ = −z↓ = ±m,   m = √(1 − 4t²/U²).   (2)

There are two such determinants, which differ by exchange of the sites. Because m ≠ 0, the orbitals differ, and the spin density n1↑ − n1↓ = ±m on site 1 is not zero. A spin singlet has no spin density anywhere, so each of these determinants breaks spin symmetry. This proves part (a).

A determinant with two parallel electrons lies outside the class considered here. It fills both sites with the same spin and has energy zero, which is above the minimum found for either range of U.

The same result from the mean field

Take the solution with positive m on site 1. The up electron feels the potential U ni↓, which is U(1 − m)/2 on site 1 and U(1 + m)/2 on site 2. Apart from the common constant U/2, its Hamiltonian has diagonal elements −Δ and +Δ, with Δ = Um/2, and off-diagonal elements −t. The lower eigenvector has occupation difference Δ/√(Δ² + t²). Self-consistency requires this to equal m:

m = (Um/2)/√(t² + U²m²/4).

One solution is m = 0. For m ≠ 0, divide by m to obtain √(t² + U²m²/4) = U/2, and so m² = 1 − 4t²/U², as in (2). For small m the right-hand side is (U/2t)m. A small initial polarization of this form, opposite for the two spins, therefore grows from one iteration to the next when U > 2t and decays when U < 2t. An iteration started exactly from the restricted orbitals, with m = 0 and equal occupation of the two sites, stays there even where that solution is unstable.

Spin contamination

For any spin state,

S² = S₋S₊ + Sz² + Sz.

The determinant has Sz = 0, so ⟨S²⟩ is the squared norm of S₊ acting on it. The operator S₊ turns the down electron into an up electron in the same orbital φ↓. Split φ↓ into a part along φ↑, with amplitude s = ⟨φ↑|φ↓⟩, and a part orthogonal to φ↑. The first part is removed by the Pauli principle, since φ↑ already holds an up electron. The second has squared norm 1 − |s|². Therefore

⟨S²⟩ = 1 − |⟨φ↑|φ↓⟩|².   (3)

For the broken solution the amplitudes are

φ↑ = (p, q),   φ↓ = (q, p),
p = √((1 + m)/2),   q = √((1 − m)/2).

The overlap is 2pq = √(1 − m²) = c = 2t/U. Equation (3) then gives

⟨S²⟩ = 1 − (2t/U)² = m²   for U > 2t,
⟨S²⟩ = 0   for U ≤ 2t.   (4)

Just above the threshold, with U = 2t(1 + δ) and small δ > 0, this becomes ⟨S²⟩ ≈ 2δ. The contamination starts linearly, while the polarization m starts as √(2δ). For U ≫ t, ⟨S²⟩ tends to 1, halfway between the singlet value 0 and the triplet value 2.

The exact ground state

To decide how much of (4) is contamination, we need the spin of the true ground state. Let |ij⟩ = c†i↑ c†j↓|0⟩ be the state with the up electron on site i and the down electron on site j. Form

C = (|12⟩ + |21⟩)/√2,
I = (|11⟩ + |22⟩)/√2,
T = (|12⟩ − |21⟩)/√2,
J = (|11⟩ − |22⟩)/√2.

S₊ turns |ij⟩ into c†i↑ c†j↑|0⟩, which changes sign when i and j are exchanged and vanishes for i = j. It therefore annihilates C, I and J, which are singlets. Acting on T it gives √2 c†1↑ c†2↑|0⟩, with squared norm 2, so T is the triplet state with Sz = 0.

Hopping takes both |12⟩ and |21⟩ to −t(|11⟩ + |22⟩). The contributions add in C and cancel in T:

H C = −2t I,   H I = U I − 2t C,   H T = 0.

In J the hopping terms also cancel, leaving H J = U J. The energies in the space of C and I satisfy E² − UE − 4t² = 0, and the lower root is

E_exact = [U − √(U² + 16t²)]/2.   (5)

This is negative, whereas T has energy zero and the two remaining levels are not negative. The ground state is thus a singlet for every U ≥ 0, and all of ⟨S²⟩ in (4) is contamination. Equation (5) is also smooth at U = 2t. The onset of spin polarization belongs to the Hartree-Fock approximation and is not a transition of the two-site system.

Numbers for t = 1 eV and U = 5 eV

Here U/t = 5 is above the threshold of 2. The orbital overlap is

2t/U = 2/5 = 0.40,

and the polarization and contamination are

m = √(1 − 0.16) = 0.917,   ⟨S²⟩ = 1 − 0.16 = 0.84.

The up orbital has amplitudes 0.979 and 0.204 on sites 1 and 2, and the down orbital has them in reverse order. The energies are

E_R = −2 + 2.5 = 0.50 eV,
E_UHF = −2/5 = −0.40 eV,
E_exact = (5 − √41)/2 = −0.70 eV.

Symmetry breaking lowers the energy by 0.90 eV, but the UHF energy remains 0.30 eV above the exact one, an error of 43% relative to the magnitude of the exact energy. The restricted energy even lies above the triplet energy of zero. Half of the restricted state consists of configurations with both electrons on one site, and the resulting repulsion, U/2 = 2.5 eV, exceeds the energy 2t = 2 eV gained by hopping.

The onset is steep. With t held at 1 eV, a numerical minimization over both complex orbitals gives ⟨S²⟩ = 0 at U = 1.9 eV, 0.093 at 2.1 eV and 0.56 at 3 eV, in agreement with (4). These values are listed in the numerical output.

Relation to real diradicals

The values of t and U are round model parameters and describe no particular molecule. When a two-electron bond is stretched, t falls. If U is held fixed, the model passes from the restricted to the broken solution when t drops below U/2. A real molecule has further orbitals, direct exchange between the centres and repulsion between electrons on different sites, all absent from H. The last of these need not be small, since the unscreened Coulomb repulsion at molecular distances can reach several eV. The first variation shows how it changes the contamination; the other omissions are not sized here.

VARIATION 1: REPULSION BETWEEN THE SITES

Add V n1n2 to H, with ni = ni↑ + ni↓ and 0 ≤ V ≤ U. How do the threshold and the contamination change?

Let D = Σi ni↑ni↓ count the doubly occupied sites. Since niσ² = niσ, we have ni² = ni + 2ni↑ni↓. For two electrons n1 + n2 = 2, and squaring this gives

4 = n1² + n2² + 2n1n2 = 2 + 2D + 2n1n2.

Hence n1n2 = 1 − D, and

UD + V n1n2 = (U − V)D + V.

The problem is the original one with U replaced by U − V and all energies raised by V. Symmetry breaks when U − V > 2t, and then

⟨S²⟩ = 1 − [2t/(U − V)]²,
E_UHF = V − 2t²/(U − V).

Intersite repulsion reduces the contamination because it lowers the cost of moving an electron onto the other's site. With t = 1 eV, U = 5 eV and V = 1 eV,

⟨S²⟩ = 1 − (2/4)² = 0.75,
E_UHF = 1 − 2/4 = 0.50 eV.

The contamination falls from 0.84 to 0.75. The higher energy includes the constant shift V and does not mean that the broken solution has lost its advantage: the restricted energy with V is −2 + 4/2 + 1 = 1 eV.

VARIATION 2: REMOVING THE TRIPLET

Remove the triplet part of the broken determinant at V = 0 and find the energy of the singlet that remains.

The amplitude of |ij⟩ in the determinant is φ↑(i)φ↓(j). This gives p² for |12⟩, q² for |21⟩, and pq for both |11⟩ and |22⟩. The amplitudes of the symmetry-adapted states are therefore

C: (p² + q²)/√2 = 1/√2,
I: 2pq/√2 = c/√2,
T: (p² − q²)/√2 = m/√2,

and J does not occur. The weights are 1/2, c²/2 and m²/2. For U = 5t they are 0.50, 0.08 and 0.42. The triplet has S² = 2, so its weight alone gives ⟨S²⟩ = 2 × 0.42 = 0.84, as before.

H does not connect T with the singlets, and T has energy zero. The UHF energy is thus the singlet weight (1 + c²)/2 times the energy E_P of the normalized singlet part:

E_P = 2E_UHF/(1 + c²) = −(4t²/U)/(1 + 4t²/U²) = −4t²U/(U² + 4t²).

For the example,

E_P = −0.40/0.58 = −0.69 eV,

which is 0.012 eV above the exact energy, or 1.7% of its magnitude.

The limit U ≫ t shows what the contamination costs. Expanding the root in (5) as U + 8t²/U gives E_exact ≈ −4t²/U. The UHF energy −2t²/U is half of this, because half of the determinant is then a triplet of zero energy. The projected energy has the correct limit. At U/t = 40 the UHF energy is 0.501 of the exact energy, while the projected energy agrees with it to four digits.

The small error left at U = 5t comes from the order of the operations: the orbitals were optimized before the projection. The projected state has an ionic-to-covalent amplitude ratio of c = 0.40. In the exact state, the C component of the eigenvalue equation gives the ratio −E_exact/(2t) = 0.35. If c is instead chosen to minimize the energy after projection, it can take this value, and the projected state becomes the exact ground state of the two-site model.

Numbers as computed

```
Instability threshold U/t (numerical): 2.0000
Scan at t = 1 eV: U/t, <S^2>, E_UHF (eV), E_exact (eV)
    1.0  0.0000  -1.5000  -1.5616
    1.9  0.0000  -1.0500  -1.2642
    2.1  0.0930  -0.9524  -1.2089
    3.0  0.5556  -0.6667  -1.0000
    5.0  0.8400  -0.4000  -0.7016
   10.0  0.9600  -0.2000  -0.3852
Example hopping t: 1.0 eV
Example repulsion U: 5.0 eV
Up orbital on sites 1, 2: 0.9789, 0.2043
Down orbital on sites 1, 2: 0.2043, 0.9789
Site-1 polarization m: 0.9165
Orbital overlap: 0.4000
Spin contamination <S^2> (hbar^2): 0.8400
Covalent singlet weight: 0.5000
Ionic singlet weight: 0.0800
Triplet weight: 0.4200
Restricted energy: 0.5000 eV
UHF energy: -0.4000 eV
Spin-projected energy: -0.6897 eV
Exact model energy: -0.7016 eV
UHF error: 0.3016 eV
Spin-projected error: 0.0119 eV
E_UHF/E_exact at U/t = 40: 0.5012
E_projected/E_exact at U/t = 40: 1.0000
Added intersite repulsion V: 1.0 eV
<S^2> with V (hbar^2): 0.7500
UHF energy with V: 0.5000 eV
```
